# Which degeneracies of a square nanowire survive corner rounding?: test program

```python
"""
Equal rounding of the four corners of a hard-walled square wire preserves the
(1,2),(2,1) doublet but splits (1,3),(3,1).  For small corner radius r,
    split(1,3) = 72 pi^3 eta u (r/L)^4,
    eta = [Gamma(1/4)/Gamma(3/4)]^8 / 103680,
where L is the side, m the isotropic mass and u = hbar^2 pi^2/(2 m L^2).
The numerical solver uses lengths in L and returns energies in u.  Its mesh is
unsymmetric, so the doublet is not degenerate by construction.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh, eigvalsh
from scipy.sparse import coo_matrix, diags
from scipy.sparse.linalg import splu, spsolve
from scipy.special import gamma

PI = np.pi
ALL_ROUND = (True, True, True, True)


def lobatto(degree):
    """Gauss-Lobatto nodes, weights and differentiation matrix."""
    poly = np.polynomial.legendre.Legendre.basis(degree)
    inner = np.sort(poly.deriv().roots().real)
    x = np.concatenate(([-1.0], inner, [1.0]))
    x = (x - x[::-1]) / 2
    value = poly(x)
    weight = 2 / (degree * (degree + 1) * value**2)
    gap = x[:, None] - x[None, :]
    np.fill_diagonal(gap, 1.0)
    deriv = value[:, None] / value[None, :] / gap
    np.fill_diagonal(deriv, 0.0)
    deriv[0, 0] = -degree * (degree + 1) / 4
    deriv[-1, -1] = degree * (degree + 1) / 4
    return x, weight, deriv


def elements(radius, rounded, nodes):
    """Yield node coordinates and whether the last xi edge is a wall."""
    xi, eta = np.meshgrid(nodes, nodes, indexing="ij")
    a, b = (1 + xi) / 2, (1 + eta) / 2

    def bilinear(v):
        v = np.array(v, float)
        return ((1-a)*(1-b))[..., None]*v[0] + (a*(1-b))[..., None]*v[1] \
            + (a*b)[..., None]*v[2] + ((1-a)*b)[..., None]*v[3]

    xs = [0, radius/2, radius, 0.47, 1-radius, 1-radius/2, 1]
    ys = [0, radius/2, radius, 0.52, 1-radius, 1-radius/2, 1]
    for i in range(6):
        for j in range(6):
            if i in (2, 3) or j in (2, 3):
                yield bilinear([(xs[i], ys[j]), (xs[i+1], ys[j]),
                                (xs[i+1], ys[j+1]), (xs[i], ys[j+1])]), False
    for c, (sx, sy) in enumerate([(0, 0), (1, 0), (1, 1), (0, 1)]):
        centre = np.array([1.0, 1.0])
        end_a, end_b = np.array([0.0, 1.0]), np.array([1.0, 0.0])
        mid_a, mid_b = np.array([0.5, 1.0]), np.array([1.0, 0.5])
        inside = np.array([0.58 + 0.01*c, 0.61 - 0.005*c])
        tip = np.full(2, 1 - np.sqrt(0.5)) if rounded[c] else np.zeros(2)
        patches = [([centre, mid_a, inside, mid_b], None),
                   ([mid_a, end_a, tip, inside], PI),
                   ([inside, tip, end_b, mid_b], 1.25*PI)]
        for vertices, angle0 in patches:
            pts = bilinear(vertices)
            if angle0 is not None and rounded[c]:
                angle = angle0 + b*PI/4
                arc = np.stack((1+np.cos(angle), 1+np.sin(angle)), axis=-1)
                chord = (1-b)[..., None]*vertices[1] + b[..., None]*vertices[2]
                pts = pts + a[..., None]*(arc - chord)
            pts = radius*pts
            pts = np.stack((sx + (1-2*sx)*pts[..., 0],
                            sy + (1-2*sy)*pts[..., 1]), axis=-1)
            yield pts, angle0 is not None


def assemble(radius, rounded=ALL_ROUND, x_stiffness=1.0, degree=8):
    """Dirichlet stiffness matrix, diagonal mass and interior coordinates."""
    nodes, weight, deriv = lobatto(degree)
    n = degree + 1
    d_xi, d_eta = np.kron(deriv, np.eye(n)), np.kron(np.eye(n), deriv)
    points, blocks, masses, walls = [], [], [], []
    for pts, has_wall in elements(radius, rounded, nodes):
        x, y = pts[..., 0].ravel(), pts[..., 1].ravel()
        xx, xe, yx, ye = d_xi@x, d_eta@x, d_xi@y, d_eta@y
        jac = xx*ye - xe*yx
        assert np.all(jac > 0) or np.all(jac < 0)
        gx = (ye[:, None]*d_xi - yx[:, None]*d_eta)/jac[:, None]
        gy = (xx[:, None]*d_eta - xe[:, None]*d_xi)/jac[:, None]
        area = np.kron(weight, weight)*np.abs(jac)
        blocks.append(x_stiffness*gx.T@(area[:, None]*gx)
                      + gy.T@(area[:, None]*gy))
        wall = np.minimum.reduce([x, 1-x, y, 1-y]) < 1e-10
        if has_wall:
            wall[-n:] = True
        points.append(np.column_stack((x, y)))
        masses.append(area)
        walls.append(wall)
    xy = np.concatenate(points)
    keys = np.floor(xy*1e8 + 0.2357).astype(np.int64)
    _, index = np.unique(keys, axis=0, return_inverse=True)
    index = index.ravel()
    size = index.max() + 1
    local = index.reshape(len(blocks), n*n)
    rows = np.repeat(local, n*n, axis=1).ravel()
    cols = np.tile(local, (1, n*n)).ravel()
    stiff = coo_matrix((np.array(blocks).ravel(), (rows, cols)),
                       shape=(size, size)).tocsr()
    mass = np.bincount(index, np.concatenate(masses), minlength=size)
    fixed = np.zeros(size, bool)
    fixed[index[np.concatenate(walls)]] = True
    coords = np.zeros((size, 2))
    coords[index] = xy
    keep = np.flatnonzero(~fixed)
    return stiff[keep][:, keep].tocsc(), mass[keep], coords[keep]


def solve(stiff, mass, count=6):
    """Block inverse iteration, which retains repeated eigenvalues."""
    rng = np.random.default_rng(4)
    vectors = rng.normal(size=(len(mass), count+8))
    factor = splu(stiff)
    for _ in range(22):
        vectors = factor.solve(mass[:, None]*vectors)
        small_k = vectors.T@(stiff@vectors)
        small_m = vectors.T@(mass[:, None]*vectors)
        values, mix = eigh((small_k+small_k.T)/2, (small_m+small_m.T)/2)
        vectors = vectors@mix
    return values[:count]/PI**2, vectors[:, :count]


def signed_pair_split(values, vectors, mass, xy):
    """A1 minus B1 energy and overlap of A1 with psi13 + psi31."""
    x, y = xy.T
    trial = np.sin(PI*x)*np.sin(3*PI*y) + np.sin(3*PI*x)*np.sin(PI*y)
    trial /= np.sqrt(np.sum(mass*trial**2))
    overlap = np.abs(vectors[:, 4:6].T@(mass*trial))
    a1 = 4 + int(np.argmax(overlap))
    return values[a1] - values[9-a1], overlap.max()


# Analytic corner coefficient and independent checks of its conformal map.
eta_corner = (gamma(0.25)/gamma(0.75))**8/103680
mp.mp.dps = 30
map_scale = mp.sqrt(2)*mp.gamma(0.25)**2/(12*mp.gamma(0.75)**2)


def corner_map(t):
    def branch(s):
        s = mp.mpf(s)
        return t**s*mp.hyp2f1(-s/2, (1-s)/2, mp.mpf(3)/2-s, 1/t**2)
    return map_scale*branch(0.75)/branch(0.25)


for real_t in (-0.6, 0.3, 0.7):
    z = corner_map(mp.mpc(real_t, 1e-15))
    assert abs(abs(z-mp.mpc(1, 1))-1) < 1e-9
far_t = mp.mpf(200)
far_w = corner_map(far_t)**2
capacity = (map_scale**2*far_t-far_w)*far_w
assert abs(capacity/eta_corner-1) < 1e-3

# Sharp square: compare the solver with separated-variable levels.
sharp, _ = solve(*assemble(0.2, (False,)*4)[:2])
assert np.max(np.abs(sharp-np.array([2, 5, 5, 8, 10, 10]))) < 1e-5

# Small-radius law, including the common shift of the protected doublet.
radii = (0.06, 0.12)
pair_ratio, doublet_ratio = [], []
for rr in radii:
    k, mass, xy = assemble(rr)
    val, vec = solve(k, mass, 13 if rr == 0.12 else 6)
    split, _ = signed_pair_split(val, vec, mass, xy)
    pair_ratio.append(split/(72*PI**3*eta_corner*rr**4))
    doublet_ratio.append((val[1:3].mean()-5)/(16*PI**3*eta_corner*rr**4))
    assert abs(val[2]-val[1]) < 1e-5
    if rr == 0.12:
        assert abs(val[7]-val[6]) < 1e-4  # (2,3),(3,2)
        assert abs(val[9]-val[8]) < 1e-4  # (1,4),(4,1)
        assert val[12]-val[11] > 0.05    # (2,4),(4,2)
limits = []
for ratios in (pair_ratio, doublet_ratio):
    limit = (4*ratios[0]-ratios[1])/3
    limits.append(limit)
    assert abs(limit-1) < 0.02  # remaining fourth-order radius correction
    assert abs(ratios[0]-1) < 0.45*abs(ratios[1]-1)

# A single rounded corner lacks fourfold symmetry and splits the doublet.
one, _ = solve(*assemble(0.12, (True, False, False, False))[:2])
one_split = one[2]-one[1]
one_law = 8*PI**3*eta_corner*0.12**4
assert abs(one_split/one_law-1) < 0.15  # finite-radius correction

# Rough InSb wire parameters.
side_nm, radius_nm, mass_ratio = 100.0, 20.0, 0.014
gap_ev, spin_gap_ev, barrier_ev = 0.235, 0.8, 2.0
mobility_cm2, temperature_k = 3.0e4, 4.0
line_density_nm, permittivity = 0.01, 16.8
electron_mass = mass_ratio*const.m_e
hbar2_2m = const.hbar**2/(2*electron_mass*const.e)*1e18
unit_ev = hbar2_2m*PI**2/side_nm**2
rr = radius_nm/side_nm

k, mass, xy = assemble(rr)
val, vec = solve(k, mass)
split, a1_overlap = signed_pair_split(val, vec, mass, xy)
doublet_residual = abs(val[2]-val[1])
assert doublet_residual < 1e-5 and split > 0.01
assert a1_overlap > 0.95
assert abs(min(val[4:6])-10) < 0.05*split
coarse, _ = solve(*assemble(rr, degree=6)[:2])
mesh_change = np.max(np.abs(coarse-val))
assert mesh_change < 1e-4
law_split = 72*PI**3*eta_corner*rr**4

# Width mismatch is equivalent to unequal directional kinetic terms.
mismatch_nm = 1.0
x_factor = (1+mismatch_nm/side_nm)**-2
stretched, _ = solve(*assemble(rr, x_stiffness=x_factor)[:2])
width_doublet = stretched[2]-stretched[1]
width_pair = stretched[5]-stretched[4]
assert abs(width_doublet/(3*(1-x_factor))-1) < 0.1

# One-pass potential of ground-subband charge with U=0 on the wall.
charge_ev = const.e/const.epsilon_0*1e9*line_density_nm/permittivity
potential_ev = spsolve(k, mass*vec[:, 0]**2*charge_ev)
charged_k = (k + diags(mass*potential_ev*PI**2/unit_ev)).tocsc()
charged, charged_vec = solve(charged_k, mass)
charged_split, _ = signed_pair_split(charged, charged_vec, mass, xy)
assert abs(charged[2]-charged[1]) < 1e-5

# Finite wall around a sharp square, in the sector even in x and y.
box, basis = 1.2, 32
wave = (2*np.arange(basis)+1)*PI/box
minus, plus = wave[:, None]-wave, wave[:, None]+wave
inside = (np.sinc(minus/(2*PI))+np.sinc(plus/(2*PI)))/box
outside = np.eye(basis)-inside
wall_height = barrier_ev/unit_ev*PI**2
h_one = np.diag(wave**2)+wall_height*outside
h_sum = np.kron(h_one, np.eye(basis))+np.kron(np.eye(basis), h_one)
separable = eigvalsh(h_sum, subset_by_index=[1, 2])/PI**2
h_wall = h_sum-wall_height*np.kron(outside, outside)
finite = eigvalsh(h_wall, subset_by_index=[1, 2])/PI**2
finite_split = finite[1]-finite[0]
assert separable[1]-separable[0] < 1e-8
assert finite_split > 1e-7
decay_nm = np.sqrt(hbar2_2m/barrier_ev)

# Kane estimate: the spin-orbit coefficient drops to zero across the wall.
free_factor = const.hbar**2/(2*const.m_e*const.e)*1e18
kane_energy = 3*(1/mass_ratio-1)/(2/gap_ev+1/(gap_ev+spin_gap_ev))
spin_coeff = kane_energy*free_factor/3*(1/gap_ev-1/(gap_ev+spin_gap_ev))
side_current = quad(lambda s: 4*PI**3*(np.sin(2*PI*s)*np.cos(PI*s)
                    - 2*np.sin(PI*s)*np.cos(2*PI*s)), 0, 1)[0]
assert abs(4*side_current/(128*PI**2/3)-1) < 1e-10
spin_split = 2*spin_coeff*decay_nm**2*4*side_current/side_nm**4


def nonparabolic(energy):
    return gap_ev/2*(np.sqrt(1+4*energy/gap_ev)-1)


curved = nonparabolic(val*unit_ev)
thermal_ev = const.k*temperature_k/const.e
broadening_ev = const.hbar/(electron_mass*mobility_cm2*1e-4)
split_ev = split*unit_ev
needed_mobility = mobility_cm2*broadening_ev/split_ev
hartree_ev = const.physical_constants["Hartree energy in eV"][0]


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}g} {unit}".rstrip())


show("Wire side", side_nm, "nm")
show("Corner radius", radius_nm, "nm")
show("Rough InSb mass / free-electron mass", mass_ratio)
show("Energy unit u", unit_ev, "eV")
show("Corner coefficient eta", eta_corner)
show("Leading pair-splitting coefficient", 72*PI**3*eta_corner, "u")
for rr_test, ratio in zip(radii, pair_ratio):
    show(f"Pair splitting / leading law at r/L={rr_test:.2f}", ratio)
show("Pair ratio extrapolated to zero radius", limits[0])
show("Doublet-shift ratio extrapolated to zero radius", limits[1])
show("One-corner doublet splitting at r/L=0.12", one_split, "u")
show("One-corner leading-law splitting", one_law, "u")
show("Sharp (1,2),(2,1) energy", 5*unit_ev, "eV")
show("Sharp (1,3),(3,1) energy", 10*unit_ev, "eV")
show("Rounded ground energy", val[0]*unit_ev, "eV")
show("Rounded doublet energy", val[1:3].mean()*unit_ev, "eV")
show("Numerical doublet residual", doublet_residual*unit_ev, "eV", 2)
show("Rounded B1 energy", min(val[4:6])*unit_ev, "eV", 6)
show("Rounded A1 energy", max(val[4:6])*unit_ev, "eV", 6)
show("A1 overlap with normalized psi13+psi31", a1_overlap)
show("MAIN pair splitting", split_ev, "eV")
show("MAIN pair splitting converted", split_ev/hartree_ev, "hartree")
show("Leading-law pair splitting", law_split*unit_ev, "eV")
show("Largest level change, degree 6 to 8", mesh_change*unit_ev, "eV", 2)
show("Rough band gap", gap_ev, "eV")
show("Nonparabolic doublet energy", curved[1:3].mean(), "eV")
show("Nonparabolic pair splitting", curved[5]-curved[4], "eV")
show("Width mismatch", mismatch_nm, "nm")
show("Doublet splitting from width mismatch", width_doublet*unit_ev, "eV")
show("Pair splitting with width mismatch", width_pair*unit_ev, "eV")
show("Rough electron line density", line_density_nm, "1/nm")
show("Rough relative permittivity", permittivity)
show("Largest charge potential energy", potential_ev.max(), "eV")
show("A1-B1 splitting with charge potential", charged_split*unit_ev, "eV")
show("Rough wall barrier", barrier_ev, "eV")
show("Wall decay length", decay_nm, "nm")
show("Finite-wall sharp pair energy", finite.mean()*unit_ev, "eV")
show("Finite-wall sharp pair splitting", finite_split*unit_ev, "eV", 2)
show("Rough valence spin-orbit gap", spin_gap_ev, "eV")
show("Kane energy inferred from mass", kane_energy, "eV", 3)
show("Wall spin-orbit doublet splitting estimate", spin_split, "eV", 2)
show("Temperature", temperature_k, "K")
show("Thermal energy", thermal_ev, "eV", 3)
show("Rough mobility", mobility_cm2, "cm2/Vs")
show("Collision broadening hbar/tau", broadening_ev, "eV", 3)
show("Mobility for broadening = pair splitting", needed_mobility,
     "cm2/Vs", 3)
print("all tests passed")
```

It prints:

```
Wire side: 100 nm
Corner radius: 20 nm
Rough InSb mass / free-electron mass: 0.014
Energy unit u: 0.0026859 eV
Corner coefficient eta: 0.056635
Leading pair-splitting coefficient: 126.43 u
Pair splitting / leading law at r/L=0.06: 0.97005
Pair splitting / leading law at r/L=0.12: 0.88462
Pair ratio extrapolated to zero radius: 0.99852
Doublet-shift ratio extrapolated to zero radius: 0.99958
One-corner doublet splitting at r/L=0.12: 0.0027396 u
One-corner leading-law splitting: 0.002913 u
Sharp (1,2),(2,1) energy: 0.01343 eV
Sharp (1,3),(3,1) energy: 0.026859 eV
Rounded ground energy: 0.0054002 eV
Rounded doublet energy: 0.013533 eV
Numerical doublet residual: 2.9e-13 eV
Rounded B1 energy: 0.0268628 eV
Rounded A1 energy: 0.027254 eV
A1 overlap with normalized psi13+psi31: 0.99868
MAIN pair splitting: 0.00039125 eV
MAIN pair splitting converted: 1.4378e-05 hartree
Leading-law pair splitting: 0.00054335 eV
Largest level change, degree 6 to 8: 3.5e-09 eV
Rough band gap: 0.235 eV
Nonparabolic doublet energy: 0.012832 eV
Nonparabolic pair splitting: 0.00032373 eV
Width mismatch: 1 nm
Doublet splitting from width mismatch: 0.00015873 eV
Pair splitting with width mismatch: 0.00057368 eV
Rough electron line density: 0.01 1/nm
Rough relative permittivity: 16.8
Largest charge potential energy: 0.0016988 eV
A1-B1 splitting with charge potential: 0.00053771 eV
Rough wall barrier: 2 eV
Wall decay length: 1.1665 nm
Finite-wall sharp pair energy: 0.025662 eV
Finite-wall sharp pair splitting: 4.1e-08 eV
Rough valence spin-orbit gap: 0.8 eV
Kane energy inferred from mass: 22.3 eV
Wall spin-orbit doublet splitting estimate: 1.1e-05 eV
Temperature: 4 K
Thermal energy: 0.000345 eV
Rough mobility: 30000 cm2/Vs
Collision broadening hbar/tau: 0.00276 eV
Mobility for broadening = pair splitting: 2.11e+05 cm2/Vs
all tests passed
```
